The Lieb functional for one electron on two sites

Tutorial sheet: the Lieb functional of a two-level system

The problem

One electron moves between two sites. In the basis (site 1, site 2) the Hamiltonian is

H(v) = T + vσ_z,  T = −tσ_x,

so that H₁₁ = v, H₂₂ = −v and H₁₂ = H₂₁ = −t. The hopping t is fixed. The potential is +v on site 1 and −v on site 2, and v is any real number. A shift common to both sites would only add a constant to every energy, because the occupations obey n₁ + n₂ = 1, so one number v describes the potential and one number describes the density:

n = ⟨σ_z⟩ = n₁ − n₂,  n₁ = (1 + n)/2,  n₂ = (1 − n)/2.

Take t > 0. A negative t brings nothing new: reversing the sign of the second basis state turns σ_x into −σ_x and leaves σ_z alone, so t may be replaced by |t|. The case t = 0 is different and is the first variation.

With E(v) the ground-state energy, define for every real n

g_n(v) = E(v) − vn,  F(n) = sup over v of g_n(v).    (1)

The sign and the supremum come from the variational principle. Any state with density n has energy ⟨T⟩ + vn ≥ E(v), so ⟨T⟩ ≥ E(v) − vn for every v, and F(n) is the best lower bound on ⟨T⟩ that can be obtained in this way. This is Lieb's form of the Legendre transform. The domain of F is the set of n where F(n) is finite.

(a) Show that E(v) = −√(t² + v²), find the ground-state density n(v), and find which values of n it reaches.
(b) Compute F(n) for |n| < 1 and the potential at which the supremum is reached.
(c) Compute F(±1) and decide whether the supremum is reached. Compute F(n) for |n| > 1 and state the domain.
(d) Compute the inverse transform, the infimum over n of F(n) + vn.
(e) Find F′ and F″ for |n| < 1 and the behaviour of F′ as n → ±1.
(f) A number s is a subgradient of F at n₀ if F(m) ≥ F(n₀) + s(m − n₀) for all m. Decide whether F has one at n₀ = 1.
(g) Evaluate everything for the round model values t = 2 eV and n = 0.6, and follow the approach to n = 1.

Hints

(a) Square H and use its trace. For the density, read the ratio of the two components of the eigenvector from the first row of the eigenvalue equation, and factorize t² as a difference of two squares.
(b) Write g_n′(v) in terms of n(v) and ask how often it changes sign. Squaring the stationarity condition loses a sign that has to be restored.
(c) Put v = −w with w > 0 and rationalize w − √(t² + w²). For n > 1 a crude upper bound on the square root is enough. E is even in v.
(d) With c = √(1 − n²), expand (t² + v²)(c² + n²) − (tc − vn)².
(e) Put n = 1 − δ and factorize 1 − n².
(f) Treat s ≤ 0 and s > 0 separately, and compare F with the straight line at m = 1 − δ.

Solution

(a) Energy and density

The Pauli matrices obey σ_x² = σ_z² = 1 and σ_xσ_z + σ_zσ_x = 0. Therefore

H² = t²σ_x² + v²σ_z² − tv(σ_xσ_z + σ_zσ_x) = (t² + v²)·1.

Write R = √(t² + v²). Each eigenvalue λ satisfies λ² = R². The trace of H is v − v = 0, so the two eigenvalues add to zero and are +R and −R. The lower one is

E(v) = −R = −√(t² + v²).    (2)

The gap 2R is at least 2t, so the ground state is never degenerate. Since t > 0, also R > |v|, and both R + v and R − v are positive.

Let (c₁, c₂) be the real normalized ground state. The first row of Hc = −Rc reads vc₁ − tc₂ = −Rc₁, so

c₂/c₁ = (R + v)/t > 0.    (3)

The two components have the same sign. Dividing the numerator and denominator of n = (c₁² − c₂²)/(c₁² + c₂²) by c₁² and multiplying both by t² gives

n = [t² − (R + v)²]/[t² + (R + v)²].

Now t² = R² − v² = (R − v)(R + v). Cancelling the positive factor R + v leaves

n(v) = [(R − v) − (R + v)]/[(R − v) + (R + v)] = −v/R.    (4)

The sign is physical: a negative v lowers site 1, the electron favours it, and n is positive. Differentiating (2) with dR/dv = v/R gives E′(v) = −v/R, so

E′(v) = n(v),

which is the Hellmann–Feynman relation for this model. One more derivative gives the response χ = dn/dv:

χ = E″(v) = −1/R + v²/R³ = (−R² + v²)/R³ = −t²/R³ < 0.    (5)

So E is strictly concave and n(v) is continuous and strictly decreasing. As v → −∞, −v/R → +1, and as v → +∞ it tends to −1. Because R > |v|, neither limit is reached. The map v → n(v) takes the real line one-to-one onto the open interval (−1, 1). A density that is the ground-state density of some v is called v-representable, and here these are exactly the n with |n| < 1.

(b) The interior

From (1) and E′ = n(v),

g_n′(v) = n(v) − n.

For |n| < 1, part (a) gives exactly one potential v* with n(v*) = n. Since n(v) decreases, g_n′ is positive for v < v* and negative for v > v*. So g_n rises up to v* and falls after it, and v* is the only global maximum.

The condition is −v*/√(t² + v*²) = n. Squaring and multiplying out gives v*² = n²t² + n²v*², so v*²(1 − n²) = n²t². The unsquared condition says that v* and n have opposite signs, which selects the root

v*(n) = −tn/√(1 − n²).    (6)

At this potential

R² = t² + t²n²/(1 − n²) = t²[(1 − n²) + n²]/(1 − n²) = t²/(1 − n²),

so R = t/√(1 − n²). Then

F(n) = −R − v*n = −t/√(1 − n²) + tn²/√(1 − n²) = −t(1 − n²)/√(1 − n²),

F(n) = −t√(1 − n²),  |n| < 1.    (7)

This has a direct meaning. In the ground state c₁² = n₁ and c₂² = n₂, and by (3) c₁c₂ = +√(n₁n₂). Hence ⟨T⟩ = −2tc₁c₂ = −2t√(n₁n₂). Since 4n₁n₂ = (1 + n)(1 − n) = 1 − n², this equals −t√(1 − n²). F(n) is the hopping energy of the ground state that has density n. Its lowest value is F(0) = −t, the bonding state of two equal sites.

(c) The boundary and the outside

E is even, so g₋ₙ(−v) = E(−v) − (−v)(−n) = E(v) − vn = g_n(v). As v runs over all real numbers so does −v, and therefore F(−n) = F(n). It is enough to treat n ≥ 1.

For n = 1, g₁(v) = −R − v = −(R + v), which is strictly negative for every v. So F(1) ≤ 0, and no v gives the value 0. Put v = −w with w > 0 and multiply above and below by w + R:

g₁(−w) = w − R = (w² − R²)/(w + R) = −t²/(w + R).    (8)

The denominator grows steadily and without bound as w increases, so g₁(−w) rises toward 0 from below. The least upper bound is 0:

F(1) = F(−1) = 0,  not attained at any finite v.

For w ≫ t, R/w = √(1 + t²/w²) → 1, so w + R ≈ 2w and g₁(−w) ≈ −t²/(2w) to leading order in t/w. This is the second-order energy shift of an electron on site 1, which is coupled by the matrix element −t to a level lying 2w higher. The values at ±1 are the limits of (7), so (7) holds and is continuous on the closed interval.

For n > 1, use (t + w)² = t² + 2tw + w² ≥ t² + w², that is R ≤ t + w. Then

g_n(−w) = nw − R ≥ nw − t − w = (n − 1)w − t.    (9)

The lower bound grows without limit as w → ∞, because n − 1 > 0. So F(n) = +∞ for n > 1, and by evenness for n < −1. The complete result is

F(n) = −t√(1 − n²) for −1 ≤ n ≤ 1,  F(n) = +∞ otherwise.    (10)

The domain is the closed interval [−1, 1]. It is the set of densities that some state can have, called N-representable: n > 1 would need n₂ < 0, while n = 1 belongs to the state (1, 0), for which ⟨T⟩ = −2tc₁c₂ = 0 = F(1). The domain is larger than the v-representable set by the two end points.

(d) The inverse transform

Outside [−1, 1] the quantity F(n) + vn is +∞, so only |n| ≤ 1 competes for the infimum. Let c = √(1 − n²), so that c² + n² = 1 and F(n) = −tc. Then

R² = (t² + v²)(c² + n²) = t²c² + t²n² + v²c² + v²n²,
(tc − vn)² = t²c² − 2tcvn + v²n².

Subtracting the second line from the first leaves t²n² + 2tcvn + v²c², a perfect square:

R² − (tc − vn)² = (tn + vc)² ≥ 0.    (11)

Hence tc − vn ≤ |tc − vn| ≤ R. Changing all signs,

F(n) + vn = −tc + vn ≥ −R = E(v).    (12)

Equality needs two things: tn + vc = 0 and tc − vn > 0. At n = ±1 we have c = 0 and tn + vc = ±t ≠ 0, so the end points never give equality. In the interior, tn = −vc squares to t²n² = v²(1 − n²), so n² = v²/R², and since t and c are positive, n has the sign of −v. This gives n = −v/R and c² = 1 − v²/R² = t²/R², so c = t/R. The second condition holds, since tc − vn = t²/R + v²/R = R > 0. Therefore

min over n of [F(n) + vn] = −√(t² + v²) = E(v),    (13)

reached only at n = n(v) of (4). The transform returns E exactly, and (13) is the variational principle of density functional theory for this model: the minimum gives the ground-state energy and the minimizer gives the ground-state density. The infimum in (13) is attained for every v, whereas the supremum in (1) fails to be attained at n = ±1.

(e) Slope and curvature

By the chain rule, d√(1 − n²)/dn = −n/√(1 − n²), so

F′(n) = tn/√(1 − n²) = −v*(n).    (14)

The slope of F is minus the potential that produces the density, which is the stationarity condition F′(n) + v = 0 of (13). By the product rule,

F″(n) = t(1 − n²)^(−1/2) + tn²(1 − n²)^(−3/2) = t[(1 − n²) + n²](1 − n²)^(−3/2) = t/(1 − n²)^(3/2).    (15)

This is positive, so F is strictly convex in the interior. At v*, R = t/c, and (5) gives χ = −t²c³/t³ = −c³/t, while F″ = t/c³. So

F″χ = −1.    (16)

A density that responds weakly to the potential goes with a strongly curved F.

Put n = 1 − δ with 0 < δ < 2. Then 1 − n² = (1 − n)(1 + n) = δ(2 − δ), and

F = −t√(δ(2 − δ)),
F′ = t(1 − δ)/√(δ(2 − δ)) = [t/√(2δ)]·(1 − δ)/√(1 − δ/2).    (17)

The last factor tends to 1 as δ → 0. With (1 − x)^(−1/2) = 1 + x/2 + O(x²) at x = δ/2 it is (1 − δ)(1 + δ/4 + O(δ²)), so

F′(1 − δ) = [t/√(2δ)]·(1 − 3δ/4 + O(δ²)).    (18)

The prefactor t/√(2δ) grows without bound, so F′ → +∞ as n → 1 from below. F′ is odd in n, so F′ → −∞ as n → −1 from above. The asymptote t/√(2δ) overestimates the slope by 3δ/4 relative to the asymptote itself, at leading order in δ.

A diverging limit of F′ is a statement about interior points. The one-sided derivative at the end point is defined by the chord from 1 − δ to 1:

[F(1) − F(1 − δ)]/δ = t√(δ(2 − δ))/δ = t√((2 − δ)/δ) ≈ t√(2/δ).    (19)

It also diverges. At leading order it is twice the tangent slope, since √(2/δ) = 2/√(2δ). The graph of F is the lower half of the ellipse n² + F²/t² = 1, and it meets n = ±1 with a vertical tangent at finite height.

The cause lies in ⟨T⟩ = −2t√(n₁n₂). At n = 1 − δ the minority occupation is n₂ = δ/2, and the hopping energy −2t√(1 − δ/2)·√(δ/2) is, to leading order in δ, linear in the small amplitude √(δ/2), while the potential energy vn changes linearly in δ, the square of that amplitude up to a factor. Holding δ small therefore takes a large potential. From (4) with v = −w and w ≫ t, δ = 1 − (1 + t²/w²)^(−1/2) ≈ t²/(2w²), and solving for w gives w ≈ t/√(2δ), the prefactor of (18).

(f) No subgradient at the boundary

Since F(1) = 0, a subgradient s at n₀ = 1 must satisfy F(m) ≥ s(m − 1) for all m. At m = 1 − δ with 0 < δ < 2 this reads

−t√(δ(2 − δ)) ≥ −sδ.

If s ≤ 0 the right side is zero or positive and the left side is negative, so the inequality fails for every such δ. If s > 0, it fails when t√(δ(2 − δ)) > sδ. Both sides are positive, so squaring is reversible: t²δ(2 − δ) > s²δ². Dividing by δ gives 2t² − t²δ > s²δ, that is

δ < δ_max = 2t²/(t² + s²).    (20)

Since δ_max > 0 for every finite s, there are always points close to n = 1 where F lies below the line. No s is a subgradient at n = 1, and by evenness none exists at n = −1.

This is the same fact as the failure of v-representability. The statement that −v is a subgradient at n₀ reads F(m) ≥ F(n₀) − v(m − n₀), or F(m) + vm ≥ F(n₀) + vn₀ for all m, which says that n₀ minimizes F + vn. By (d) the only minimizer is n(v). So F has a subgradient at n₀ exactly when n₀ is the ground-state density of some v. For any finite v, moving a little charge off the fully occupied site gains hopping energy of order √δ at a potential cost of order δ, so full localization is never the ground state when t ≠ 0.

(g) Numbers

For t = 2 eV and n = 0.6 the occupations are n₁ = 1.6/2 = 0.8 and n₂ = 0.4/2 = 0.2, and c = √(1 − 0.36) = 0.8. Then

v* = −2 × 0.6/0.8 = −1.5 eV,
E(v*) = −√(4 + 2.25) = −2.5 eV = −0.0919 hartree,
v*n = −1.5 × 0.6 = −0.9 eV,
F = E − v*n = −2.5 + 0.9 = −1.6 eV = −0.0588 hartree.

Formula (7) gives −2 × 0.8 = −1.6 eV directly. The slope is F′ = +1.5 eV. The curvature and the response are

F″ = 2/0.8³ = 2/0.512 = 3.906 eV,
χ = −4/2.5³ = −4/15.625 = −0.256 per eV,

and their product is −1. For the inverse transform at v = −1.5 eV, the function F(m) − 1.5m equals −2 eV at m = 0, where F(0) = −2 eV. It equals −1.5 eV at m = 1, and at m = 0.6 it takes its minimum −1.6 − 0.9 = −2.5 eV, which is E.

Near n = 1, formulas (17) and (19) give the following values in eV. The columns are F′, its asymptote A = t/√(2δ), and the chord slope.

δ      F         F′       A        chord
10⁻¹   −0.8718   4.129    4.472    8.718
10⁻²   −0.2821   14.04    14.14    28.21
10⁻⁴   −0.02828  141.41   141.42   282.8
10⁻⁶   −0.00283  1414.2   1414.2   2828

For small δ, each factor of 100 in δ divides |F| by about 10 and multiplies the slope by about 10, as the powers δ^(1/2) and δ^(−1/2) require. At δ = 10⁻² the first correction in (18) gives 14.142 × (1 − 0.0075) = 14.036 eV, the value of F′ to these digits.

At n = 1, formula (8) gives g₁(−w) = −0.1980, −0.0200 and −0.0020 eV for w = 10, 100 and 1000 eV. The leading form −t²/(2w) gives −4/20 = −0.2 eV at w = 10 eV and agrees to the digits shown at the two larger values. For n = 1.2, g₁.₂(−w) = 1.2w − R = 0.2w + g₁(−w), which is 2 − 0.198 = 1.802 eV at w = 10 eV, then 19.98 eV and 199.998 eV. The lower bound 0.2w − t of (9) is 0, 18 and 198 eV. It lies below the true values, by an amount t + g₁(−w) that tends to t, but it grows at the same rate, which is all that the argument needs.

For a trial subgradient s = 10 eV, (20) gives δ_max = 8/104 = 0.0769. At δ = δ_max/2 the functional is F = −0.549 eV and the line is at −sδ = −0.385 eV, so F is below the line. For s = 100 eV, δ_max = 8/10004 ≈ 0.0008, and at half this value F = −0.0566 eV lies below the line at −0.0400 eV. A steeper line narrows the interval of failure without removing it.

Variation 1: no hopping

Question. Repeat (b) to (f) for t = 0. Does the slope still diverge?

Now H = vσ_z and E(v) = −|v|, so g_n(v) = −|v| − vn. For |n| ≤ 1, −vn ≤ |v||n| ≤ |v|, so g_n ≤ 0, and g_n(0) = 0. Hence F = 0 on [−1, 1]. For n > 1, g_n(−w) = (n − 1)w → +∞, and evenness covers n < −1. The domain is unchanged. The inverse transform is the minimum of vn over [−1, 1], which is −|v| = E(v), reached at n = −1 for v > 0, at n = +1 for v < 0, and at every n for v = 0.

The slope is zero throughout the interior and does not diverge. At n = 1, g₁(−w) = −w + w = 0 for every w ≥ 0, so the supremum is attained by every v ≤ 0. The subgradient condition 0 ≥ s(m − 1) for m in [−1, 1] holds for every s ≥ 0. At v = 0 the two levels are degenerate and the state (√n₁, √n₂) is a ground state for any n in [−1, 1], so every density in the domain is v-representable. The price is uniqueness: for t > 0 each v-representable density came from exactly one v, whereas now n = 1 is a ground-state density of every v ≤ 0, and v = 0 has every n in [−1, 1] as a ground-state density. The kink of E at v = 0 has become the flat piece of F.

The limit t → 0 joins the two cases without contradiction. F tends to 0 uniformly, since |F| ≤ t. The slope exceeds a given s > 0 only where tn > s√(1 − n²), that is for n > s/√(t² + s²), a strip of width δ ≈ t²/(2s²) when t ≪ s. The divergence persists for every t > 0 but is confined to a strip that closes as t → 0.

Variation 2: constrained search

Question. Minimize ⟨T⟩ over all states with a given n, first over pure states and then over density matrices, and compare with (10). Again t > 0.

A normalized pure state with ⟨σ_z⟩ = n has |ψ₁|² = n₁ and |ψ₂|² = n₂. Up to an overall phase it is ψ = (√n₁, √n₂ e^(iφ)). Then

⟨T⟩ = −t(ψ₁*ψ₂ + ψ₂*ψ₁) = −t√(n₁n₂)(e^(iφ) + e^(−iφ)) = −2t√(n₁n₂) cos φ = −t√(1 − n²) cos φ.

The minimum is at φ = 0 and equals −t√(1 − n²).

A density matrix ρ is Hermitian, has unit trace and has no negative eigenvalue. The conditions ρ₁₁ + ρ₂₂ = 1 and Tr(ρσ_z) = ρ₁₁ − ρ₂₂ = n give ρ₁₁ = n₁ and ρ₂₂ = n₂. The determinant is the product of the eigenvalues, so n₁n₂ − |ρ₁₂|² ≥ 0. With ρ₂₁ = ρ₁₂*,

Tr(ρT) = −t(ρ₁₂ + ρ₂₁) = −2t Re ρ₁₂ ≥ −2t|ρ₁₂| ≥ −2t√(n₁n₂) = −t√(1 − n²).

The pure state with φ = 0 has ρ₁₂ = √(n₁n₂) and reaches the bound, so mixing does not lower the minimum. For |n| > 1 one diagonal element of ρ would be negative, no state exists, and the infimum over an empty set is taken as +∞. Both searches reproduce (10). For t = 2 eV and n = 0.6 the value is −2 × 2 × √(0.8 × 0.2) = −4 × 0.4 = −1.6 eV.

At n = ±1 the constrained minimum is attained, by the only state available, the one localized on a site, with ⟨T⟩ = 0. The supremum in (1) gives the same number only as a limit. The agreement of the pure-state search with the Legendre transform has been shown here for one electron on two sites, where every interior density comes from a non-degenerate ground state, and the argument does not extend it beyond this model.
